# Finite-Field Molecular Dynamics of a Single Electrode Slab

A periodic cell of length $L$ along $z$, cross-section $A$ and volume $\Omega=AL$ holds one metal slab at $0\le z\le w$. An electrolyte fills the remaining length $\ell=L-w$, so it lies between the right face of the slab and the left face of the slab's next image.

The following is assumed throughout, except where a part changes it.

- The slab and the electrolyte are each neutral, and no ion enters the metal.
- The electrode atoms are fixed. Their charges $q_i$ adjust at once to the ions, which carry fixed charges $Q_k$.
- The slab is thick enough for a field-free interior, and a thin charge-free gap separates each face from the electrolyte.

Periodic electrostatics gives a field of zero cell average. A uniform field $E$, positive along $+z$, is added to it. SI formulas are used, and $\rho(z)$, $\phi(z)$ and $\mathcal E(z)$ are the charge density, potential and total field averaged over the cross-section.

## (a) What voltage does the electrolyte feel?

**Solution.** The total field is $\mathcal E(z)=\mathcal E_{\rm p}(z)+E$, where the periodic part obeys $\int_0^L\mathcal E_{\rm p}\,dz=0$. Since $\mathcal E=-d\phi/dz$,

$$\phi(L)-\phi(0)=-\int_0^L\mathcal E\,dz=-EL .$$

The metal has no interior field, so $\phi(w)=\phi(0)$. The potential of the right face minus that of the next left face is therefore

$$V=\phi(w)-\phi(L)=EL .$$

The length is that of the whole cell. The slab takes no part of the drop, so the mean field in the electrolyte is $V/\ell$, which is larger than $E$. One slab thus serves as both electrodes: its right face is the electrode at higher potential when $E>0$, and the left face of its image is the other.

For $E=0.0020$ V/Å and $L=50$ Å, $V=0.100$ V. With $w=8$ Å the product $E\ell$ would be $0.084$ V. Integrating the field of one ion configuration gives $0.100$ V over the electrolyte and zero over the slab.

## (b) How are the charges of the two faces related to $E$ and to the polarization?

**Solution.** Take the window from $0^-$, in the gap just left of the slab, to $L^-$. It contains the slab and the electrolyte uncut. Let $P$ be their dipole per volume,

$$P=\frac1\Omega\Big(\sum_i q_iz_i+\sum_kQ_kz_k\Big)=\frac1L\int_{0^-}^{L^-}z\,\rho(z)\,dz .$$

Gauss's law gives $\mathcal E(z)=\mathcal E(0^-)+\varepsilon_0^{-1}\int_{0^-}^{z}\rho(z')\,dz'$. Average this over the window. A charge at $z'$ contributes for all $z>z'$, that is, over a length $L-z'$:

$$E=\mathcal E(0^-)+\frac{1}{\varepsilon_0L}\int_{0^-}^{L^-}(L-z')\rho(z')\,dz'=\mathcal E(0^-)-\frac{P}{\varepsilon_0}.$$

The term with $L$ vanished because the cell is neutral. Hence

$$\varepsilon_0\mathcal E(0^-)=\varepsilon_0E+P\equiv D .$$

Across the left face the field changes from $D/\varepsilon_0$ to zero, so that face carries $\sigma_{\rm left}=\varepsilon_0(0-D/\varepsilon_0)=-D$. The slab is neutral, so

$$\sigma_{\rm right}=-\sigma_{\rm left}=\sigma=D .$$

This holds for every ion configuration, not just on average. If the slab had a net charge, the two face charges would add up to it and would not be equal in size and opposite in sign.

The ions follow. Let $\Sigma_1$ be the ionic charge per area between the right face and the middle of the electrolyte. Gauss's law from the metal interior to the middle gives $\sigma+\Sigma_1=\varepsilon_0\mathcal E_{\rm mid}$. If the electrolyte is long enough to screen its middle, the mean of $\mathcal E_{\rm mid}$ vanishes and $\langle\Sigma_1\rangle=-\langle\sigma\rangle$. The other half, by neutrality, holds $+\langle\sigma\rangle$. The two ionic layers are oppositely charged, and each forms a double layer with the face next to it.

The choice of window matters. If the slab is cut, its left face charge $-\sigma A$ is counted at $L$ instead of $0$. This changes $P$ by $-\sigma AL/\Omega=-\sigma$, and $\varepsilon_0E+P$ becomes zero whatever the electrode charge. Likewise, moving one ion by $L$ changes $P$ by $Q_k/A$, so ion positions must not be wrapped across the slab when $P$ is evaluated. At constant $E$ such wrapping would leave the electrode charges and forces unchanged, but at constant $D$ it would alter both.

## (c) Which Hamiltonians keep $E$ or $D$ constant, and what are the forces?

**Solution.** Let $K$ be the kinetic energy of the ions and $U$ the potential energy with periodic electrostatics. For constant $E$, add the energy of the dipole $\Omega P$ in the field:

$$H_E=K+U-\Omega EP .$$

For constant $D$, the field $E=(D-P)/\varepsilon_0$ varies with the ions, and its own energy $\tfrac12\Omega\varepsilon_0E^2$ is added:

$$H_D=K+U+\frac{\Omega}{2\varepsilon_0}(D-P)^2 .$$

For planar charges the electrostatic part of $H_D$ is the whole field energy, because the cross term between $\mathcal E_{\rm p}$ and $E$ integrates to zero:

$$\frac{\varepsilon_0A}2\int_0^L\mathcal E^2dz=\frac{\varepsilon_0A}2\int_0^L\mathcal E_{\rm p}^2dz+\frac{\Omega\varepsilon_0}2E^2 .$$

The electrode charges minimise the energy under $\sum_iq_i=0$. With a multiplier $\mu$ and $\phi_i=\partial U/\partial q_i$,

$$\phi_i-Ez_i=\mu\quad\text{for every electrode atom.}$$

At constant $D$ the same condition holds with the instantaneous $E$, since $\partial(\Omega P)/\partial q_i=z_i$ and

$$\frac{\partial}{\partial q_i}\frac{\Omega(D-P)^2}{2\varepsilon_0}=-\frac{D-P}{\varepsilon_0}\,z_i=-Ez_i .$$

The atoms are at one potential, and those of the next image, at $z_i+L$, are at $\mu-EL$. This is part (a) again, at the level of atoms.

The charges $q_i$ depend on the ion positions, but this adds nothing to the force. For either Hamiltonian,

$$\frac{dH}{dz_k}=\frac{\partial H}{\partial z_k}+\sum_i\frac{\partial H}{\partial q_i}\frac{dq_i}{dz_k}=\frac{\partial H}{\partial z_k}+\mu\frac{d}{dz_k}\sum_iq_i=\frac{\partial H}{\partial z_k}.$$

The force on an ion is therefore

$$F_k=-\frac{\partial U}{\partial z_k}+Q_kE ,$$

with $E$ fixed in one case and $E=(D-P)/\varepsilon_0$ in the other. By (a) and (b), constant $E$ means constant voltage, and constant $D$ means constant electrode charge.

## (d) Is this the same as a capacitor with two separate electrodes?

**Solution.** Put $x_k=z_k-w$, the distance of an ion from the right face. The face charges $\mp\sigma A$ at $0$ and $w$ have the dipole $\sigma Aw$, and neutrality of the electrolyte gives $\sum_kQ_kz_k=\sum_kQ_kx_k$. Then $\sigma=\varepsilon_0E+P$ reads

$$\sigma=\frac{\varepsilon_0V}{L}+\frac{w}{L}\,\sigma+\frac{1}{AL}\sum_kQ_kx_k .$$

Move the second term to the left, where the factor is $1-w/L=\ell/L$, and multiply by $L/\ell$:

$$\sigma=\frac{\varepsilon_0V}{\ell}+\frac{1}{A\ell}\sum_kQ_kx_k .$$

For two separate plates at voltage $V$, the field starts at $\sigma/\varepsilon_0$ and rises by $Q_k/(\varepsilon_0A)$ at each ion. Hence

$$V=\frac{\sigma\ell}{\varepsilon_0}+\sum_k\frac{Q_k(\ell-x_k)}{\varepsilon_0A}=\frac{\sigma\ell}{\varepsilon_0}-\sum_k\frac{Q_kx_k}{\varepsilon_0A},$$

which is the same relation. The slab thickness has dropped out. Without ions, the capacitance per area is $C_0=\varepsilon_0/\ell$.

The ionic term can outweigh the first. In one scattered configuration at $V=0.100$ V, the right face carries $-0.0243$ µC/cm². The empty capacitor would give $0.2108\times0.100=0.0211$ µC/cm², so the ions contribute $-0.0454$ µC/cm². The faces are opposite at each instant, but the sign set by the voltage belongs to the thermal mean.

## (e) How does the capacitance follow from fluctuations?

**Solution.** Let $W_E$ and $W_D$ be the potential parts of $H_E$ and $H_D$ with relaxed electrode charges, and $\beta=1/k_{\rm B}T$.

*Constant $E$.* The charges are stationary, so only the explicit dependence on $E$ counts: $dW_E/dE=-\Omega P$, or $dW_E/dV=-AP$. Differentiating the canonical average of $\sigma$ gives

$$C=\frac{d\langle\sigma\rangle}{dV}=\Big\langle\frac{\partial\sigma}{\partial V}\Big\rangle+\beta A\big(\langle\sigma P\rangle-\langle\sigma\rangle\langle P\rangle\big).$$

By (d), the first term is $\varepsilon_0/\ell$. At fixed $E$, $P$ and $\sigma$ differ by a constant, so

$$C=\frac{\varepsilon_0}{\ell}+\beta A\,\mathrm{var}(\sigma).$$

Both terms are non-negative, so $\langle\sigma\rangle$ rises with $V$. If the system is symmetric under exchange of the faces, $\langle\sigma\rangle=0$ at $V=0$, and the right face is positive on average for $V>0$. Unequal faces can shift the voltage of zero charge, but need not. If cations and anions differ only in the sign of their charge, and the faces do not otherwise distinguish them, reversing all charges shows that it stays at zero.

*Constant $D$.* Here $dW_D/dD=\Omega(D-P)/\varepsilon_0=\Omega E=AV$, where $V$ now fluctuates. The free energy $F_D$ obeys $dF_D/dD=A\langle V\rangle$. With $\partial V/\partial D=\ell/\varepsilon_0$ at fixed ions, the same differentiation gives

$$\frac1C=\frac{d\langle V\rangle}{dD}=\frac{\ell}{\varepsilon_0}-\beta A\,\mathrm{var}(V).$$

*Link between the two.* Completing the square for fixed $q_i$,

$$U+\frac{\Omega(D-P)^2}{2\varepsilon_0}-\Omega ED=U-\Omega EP-\frac{\Omega\varepsilon_0E^2}{2}+\frac{\Omega(D-P-\varepsilon_0E)^2}{2\varepsilon_0}.$$

Minimising over $D$ and the charges leaves $W_E-\Omega\varepsilon_0E^2/2$. With relaxed charges, $W_D-\Omega ED$ is quadratic in $D$ with curvature $A\,\partial V/\partial D=A\ell/\varepsilon_0$, the same for all ion positions. The Gaussian integral over $D$ thus gives a factor independent of the ions, and at fixed $E$

$$Z_E\propto\int dD\;e^{\beta AVD}Z_D(D).$$

The integral of the derivative of this integrand is zero. Since $d\ln Z_D/dD=-\beta A\langle V\rangle_D$, the average of $\langle V\rangle_D$ over the weight $e^{\beta AVD}Z_D$ is the imposed $V$. Expanding $\langle V\rangle_D$ about the mean of $D$ shows that the two ensembles agree up to, in leading order, half the curvature of $\langle V\rangle_D$ times the variance of $D$. For fixed $C$ that variance falls as $1/A$, so the difference is a finite-area effect. The leading term suffices only if $\langle V\rangle_D$ is close to a parabola over the spread of $D$, which can fail in small cells.

The term $\varepsilon_0/\ell$ relies on planar faces and fixed ionic charges. With atomic electrodes or polarizable molecules, it is replaced by the mean response at fixed nuclei.

## (f) What does a simulation show?

**Solution.** Take a model in which each of eight cations and eight anions is a rigid sheet, with one elementary charge $e$ spread over $A=40000$ Å². The cell has $L=50$ Å, $w=8$ Å, $\ell=42$ Å and $T=300$ K. Ions stay $a=3$ Å or more from each face. There is no solvent and no lateral structure, so this checks the planar theory and does not represent a real interface.

An independent reference exists. At fixed $\sigma$, once $i$ cations and $j$ anions have been passed, the field is $(\sigma+ne/A)/\varepsilon_0$ with $n=i-j$. The weight $g_{ij}(x)$ summed over all orderings obeys

$$\frac{dg_{ij}}{dx}=-c_n\,g_{ij}+g_{i-1,j}+g_{i,j-1},\qquad c_n=\frac{\beta A}{2\varepsilon_0}\Big(\sigma+\frac{ne}{A}\Big)^2 .$$

The first term is the field energy per length, and the others add one sheet at $x$. Starting from $g_{00}=1$, $Z_D\propto e^{-2ac_0}g_{88}(\ell-2a)$.

*Constant $E$, $V=0.100$ V.* The mean charge of the right face is $0.0682\pm0.0005$ µC/cm² (standard error), against $0.0680$ from the partition function. The left face carries $-0.0682$. The ionic layers hold $-0.0674$ by the right face and $+0.0674$ by the next left face. The difference of $0.0008$ µC/cm², about 1% of $\sigma$, is the mean of $\varepsilon_0\mathcal E_{\rm mid}$: in this run the middle is screened to that degree.

The still-ion capacitance is $0.211$ µF/cm² and the charge fluctuations add $0.496$, giving $0.707$ µF/cm². The slope of the reference $\langle\sigma\rangle(V)$ is $0.698$, so the fluctuation value is 1.4% above it.

*Constant $D$, set to the mean charge just found.* The mean voltage is $0.1002\pm0.0007$ V, against $0.1007$ V from the partition function. The excess of the latter over $0.1000$ V has two parts. The imposed $D$ lies $0.00017$ µC/cm² above the reference mean, which accounts for $0.00017/0.6975\approx0.0002$ V. The remaining $0.0005$ V is the finite-area difference of part (e).

The voltage fluctuates by $0.058$ V rms and gives $C=0.655$ µF/cm², 6% below the reference $0.697$. The formula subtracts two large numbers, in cm²/µF:

$$\frac1{0.2108}-\beta A\,\mathrm{var}(V)=4.744-3.218=1.526 .$$

The reference value $1/0.6971=1.435$ needs $3.309$ in place of $3.218$. A variance too low by 2.8% therefore causes the 6% error in $C$. At constant $E$ the two terms add, and no such amplification occurs.

Without a thermostat, over 4 ps, $H_E$ changes by $0.00005$ eV rms while its field term changes by $0.070$ eV. For $H_D$ the figures are $0.00004$ and $0.037$ eV. The field terms are thus needed for conservation.

The numerical output follows this text. Its last comparison concerns a general matrix-exponential routine for $Z_D$, which deviates by up to 2.2 in $\ln Z_D$. The reference values here come from a series of non-negative terms, checked by direct quadrature for one ion pair.

## (g) What changes if the slab is an insulator with fixed face charges?

**Solution.** Let the faces carry $-\sigma_0$ at $z=0$ and $+\sigma_0$ at $z=w$, with nothing between them. Part (b) still gives $\varepsilon_0\mathcal E(0^-)=D$, since that step did not use the metal. Crossing the left face,

$$\varepsilon_0\mathcal E_{\rm in}=D-\sigma_0 .$$

The total drop is still $EL$, but the slab takes $w\mathcal E_{\rm in}$ of it:

$$V_{\rm el}=EL-\frac{w(D-\sigma_0)}{\varepsilon_0}.$$

For $\sigma_0=0.0801$ and $D=0.0481$ µC/cm², one configuration has $EL=0.4144$ V and $\mathcal E_{\rm in}=-0.00362$ V/Å. The electrolyte then feels $0.41437+8\times0.003619=0.4433$ V. At $D=\sigma_0$ the interior field vanishes, and $EL$ and $V_{\rm el}$ are both $0.5953$ V.

If the middle of the electrolyte is screened, Gauss's law from the slab interior gives $\langle\Sigma_1\rangle=-(\sigma_0+\varepsilon_0\mathcal E_{\rm in})=-D$. The ionic layers compensate the face charge fully at $D=\sigma_0$. In plain periodic conditions, $E=0$, they do not. Taking mean values and a linear response $V_{\rm el}=D/C$,

$$\frac DC+\frac{w(D-\sigma_0)}{\varepsilon_0}=0\quad\Rightarrow\quad D=\frac{\sigma_0}{1+\varepsilon_0/(wC)}<\sigma_0 .$$

At $E=0$, compensation is approached only as $wC/\varepsilon_0\to\infty$. This is for an empty slab. If it is filled with a dielectric of relative permittivity $\varepsilon_r$, then $\varepsilon_0\varepsilon_r\mathcal E_{\rm in}=D-\sigma_0$, the ratio becomes $wC/(\varepsilon_0\varepsilon_r)$, and compensation is weaker. A metal needs no such tuning, because its face charge adjusts to $D$ and keeps the interior field at zero.

## Values computed for the example and the checks

```
cell length L              50.0 angstrom
slab thickness w           8.0 angstrom
electrolyte length l       42.0 angstrom
closest ion approach       3.0 angstrom
cell area                  40000 angstrom^2
cation sheets = anion sheets  8
ion mass                   40 u
temperature                300 K
thermal energy kT          0.02585 eV
charge of one sheet        0.04005 uC/cm^2
replicas                   200
time step                  25 fs
sampled time per replica   100 ps
-- one configuration, constant E
applied field E            0.00200 V/angstrom
E times L                  0.10000 V
E times l (for contrast)   0.08400 V
drop over electrolyte      0.10000 V
drop over slab             0.00000 V
right face charge          -0.02431 uC/cm^2
left face charge           0.02431 uC/cm^2
eps0 E + P, slab uncut     -0.02431 uC/cm^2
eps0 E + P, slab cut       0.00000 uC/cm^2
largest force error        1.3e-12 eV/angstrom
-- same ions, insulating slab with fixed face charge
fixed face charge          0.08011 uC/cm^2
D                          0.04807 uC/cm^2
  E times L                0.41437 V
  drop over electrolyte    0.44332 V
  field inside slab        -0.003619 V/angstrom
D                          0.08011 uC/cm^2
  E times L                0.59532 V
  drop over electrolyte    0.59532 V
  field inside slab        0.000000 V/angstrom
-- dynamics at constant E
mean right face charge     0.06820 uC/cm^2
  standard error           0.00051 uC/cm^2
  exact partition function 0.06803 uC/cm^2
mean left face charge      -0.06820 uC/cm^2
ions by right face         -0.06743 uC/cm^2
ions by next left face     0.06743 uC/cm^2
capacitance, ions still    0.2108 uF/cm^2
capacitance, fluctuations  0.7072 uF/cm^2
capacitance, exact slope   0.6975 uF/cm^2
-- dynamics at constant D = mean charge above
mean voltage               0.10016 V
  standard error           0.00070 V
  exact partition function 0.10073 V
rms voltage fluctuation    0.05772 V
capacitance, fluctuations  0.6553 uF/cm^2
capacitance, exact slope   0.6971 uF/cm^2
-- 4 ps without thermostat, rms change over 20 replicas
constant E: Hamiltonian    0.000049 eV
constant E: field term     0.069763 eV
constant D: Hamiltonian    0.000039 eV
constant D: field term     0.037018 eV
ln Z, library expm against series: largest gap 2.2e+00
```
